Single-orientation epitaxy does not require nearly equal lattice constants

An interface calculation for MoS₂ on c-plane sapphire begins with a choice of cell. One can force the two primitive cells onto each other, reject the substrate because they do not fit, or build a larger cell. One must also decide whether one film orientation is enough, or whether the film turned by 180° needs its own calculation. Both decisions depend on what lattice matching can determine.

The belief at issue is that a film grows in a single orientation only if its primitive lattice constant nearly equals that of the substrate. It is tempting for a sound reason: when the lattices match and strong bonds cross the interface, every film cell can occupy the same favourable site, whereas a misfit costs strain or broken bonds. For MoS₂ on sapphire, rough lattice constants are a_f = 0.316 nm and a_s = 0.476 nm, so

f = (a_f − a_s)/a_s = −33.6 %.

By the belief's standard, alignment should be hopeless. Yet aligned MoS₂ is grown on this surface. The belief merges two questions: what fixes the angle of the film's lattice, and what distinguishes the film from its reversed copy?

**What the mismatch does say**

It correctly rules out stretching the film until the primitive cells coincide. For equal strain ε in both in-plane directions, a sheet of stiffness Y and Poisson ratio ν carries the tension σ = Yε/(1 − ν) in each direction. The two directions contribute σε/2 each, so the energy per area is

U = Yε²/(1 − ν).

Take rough values Y = 180 N/m and ν = 0.25, so that Y/(1 − ν) = 240 N/m. One-to-one matching needs ε = 50.6 %, and the formula gives 384 eV/nm². Harmonic elasticity is invalid at such a strain, so this number shows only the scale. It is far above a rough adhesion scale of 1 eV/nm².

Three film cells, however, span 0.948 nm and two substrate cells span 0.952 nm. This 3:2 match has a mismatch of −0.42 %, and closing it costs

U = 240 × (0.00422)² N/m = 0.0043 N/m = 0.027 eV/nm².

That is small against the whole adhesion. The part of the adhesion that must pay for it, though, is the part that changes with lateral position, and this can be much smaller.

A small mismatch does not settle the angle either. Among cells with up to 16 film and 7 substrate primitive cells and a mismatch below 0.6 %, the 3:2 match (9 film cells on 4 substrate cells) lies at 0°, meaning parallel primitive vectors. A 16:7 match lies at ±19.1°, with a mismatch of 0.37 %. With these rough constants, ranking by mismatch alone would put 19.1° first, but raising a_f by only 0.0001 nm reverses the order.

**How a mismatched film can feel the substrate's angle**

Let each film atom see a potential V(r) with the period of the substrate:

V(r) = Σ_G V_G exp(iG·r),

where G = h b₁ + k b₂ are substrate reciprocal vectors. Place a rigid film of n × n cells at the shift u, with atoms at m₁A₁ + m₂A₂ + u. The energy per atom is

E(u) = Σ_G V_G S_G exp(iG·u),

S_G = (1/n²) Σ exp[i(m₁φ₁ + m₂φ₂)], φ_j = G·A_j.

The double sum is a product of two geometric sums, each with magnitude

|sin(nφ_j/2)/(n sin(φ_j/2))|.

If φ_j is a multiple of 2π, every term is 1 and so is the average. Otherwise the average is at most 1/(n|sin(φ_j/2)|), which vanishes as the film grows. In a large film, therefore, the surviving terms are those for which both phases are multiples of 2π. These are the reciprocal vectors shared by film and substrate. Equal primitive lattice constants are not required.

Strain the film slightly so that a_f = 2a_s/3 at 0°. Then φ₁ = 2π(2h/3) and φ₂ = 2π(2k/3), so h and k must both be multiples of 3. The shortest shared vectors have length 3b_s, where b_s = 4π/(√3 a_s) = 15.24 nm⁻¹.

For the 16:7 match, use substrate vectors a₁ and a₂ at 120°. The film vectors are A₁ = (3a₁ + a₂)/4 and, turned by 120°, A₂ = (−a₁ + 2a₂)/4. Sharing requires 3h + k and −h + 2k to be multiples of 4. The first condition gives k = h up to a multiple of 4; the second then makes h itself a multiple of 4. The shortest shared length is 4b_s.

To attach numbers, let V be a lattice of Gaussian wells of unit depth and width w = 0.050 nm. The Fourier integral over one well, divided by the substrate cell area A_s, gives

V_G = −(2πw²/A_s) exp(−G²w²/2).

At G = 3b_s, the prefactor is 0.080 and the exponential is 0.073, so |V_G| = 0.0059. The six shared vectors of this length form three cosines, 2V_G(cos α + cos β + cos γ), whose phases are linked by the hexagonal geometry. Their sum runs from −3/2 to 3, so the energy range is 9|V_G| = 0.053 well depths per atom. Direct summation over the atoms gives the same value. Turning this film by 7°, with its lattice constant held fixed and 60 × 60 cells, leaves a range of 0.0004; other angles between 2° and 58° leave up to about 0.008 at this size.

The 16:7 film has a range of only 0.0069. The ratio follows from the harmonics:

exp[−(4² − 3²)b_s²w²/2] = 0.13.

So the match with the slightly larger mismatch binds more strongly to a position in this model, because it shares a shorter reciprocal vector.

For a large film held at a_f = 2a_s/3, no other lattice angle does as well as 0°. A shared vector has squared length N b_s² on the substrate side and M b_f² on the film side, where N and M are integers and b_f = 3b_s/2. Hence N = 9M/4, and M must be a multiple of 4. The smallest case, M = 4 and N = 9, involves vectors along the principal reciprocal directions of both lattices, which forces the lattices to be parallel. Any other angle must use a longer vector and so a weaker Gaussian harmonic. The argument does not cover very small films, where unshared harmonics survive: in this model a film of 5 × 5 cells binds better near 19° than at 0°, while at 10 × 10 and 20 × 20 cells 0° is best.

**Two limits of the coincidence argument**

The first is size. An unstrained film has 3a_f/a_s = 2 − 0.0084, so the phase of the shared harmonic slips by 0.0084 of a turn per cell. A full turn takes 119 cells, or

L = 1/(2/a_f − 3/a_s) = 37.6 nm.

At that width the favourable and unfavourable positions of the shared harmonic cancel. With the rounded lattice constants used here, 119 film cells also span exactly 79 substrate cells, so the unshared harmonics cancel too and the calculated range is zero to rounding. At other widths near this one, a small remainder is left. At 20 cells, the energies at 9 × 9 sampled shifts already differ by up to 0.061, so the full range is at least that large and exceeds the range of the locked film. A film of finite width also retains a remainder of the unshared harmonics, at most of order 1/n. The first harmonic of the potential is much stronger than the shared one, so even a small remainder of it can matter. For G = b₁, |V_G| = 0.060 and, at n = 20, |S_G| = 0.044, so this harmonic and its negative together swing by 4|V_G||S_G| = 0.011. Such remainders are large enough to account for the excess. They also change with the exact number of cells, through the factor sin(nφ_j/2), so the value at 20 cells is not typical of every small film.

The second limit is height. Represent a short-range force by a potential exp(−κr)/r from each substrate site. Away from the substrate plane, its harmonic φ_G obeys φ_G″ = q²φ_G with q² = κ² + G², so it decays as exp(−qh). The source in the plane fixes the jump in slope, −2qφ_G(0) = −4π per site and unit cell area, which gives

φ_G(h) ∝ (2π/q) exp(−qh).

For h = 0.30 nm and κ = 20 nm⁻¹, q is 25.1 nm⁻¹ at b_s and 49.9 nm⁻¹ at 3b_s. The shared harmonic is then weaker than the first by the factor

(25.1/49.9) exp(−24.8 × 0.30) ≈ 3 × 10⁻⁴.

In the Gaussian model the corresponding factor is exp(−8b_s²w²/2), about 0.1. The Gaussian wells therefore show how registry works but greatly overstate its strength for such a force. Relative to the mean binding (G = 0, q = κ), the shared harmonic is (20/49.9) exp(−29.9 × 0.30) ≈ 5 × 10⁻⁵. If the mean binding is 1 eV/nm², the six shared vectors gain only about 3 × 10⁻⁴ eV/nm² at the best position, far less than the 0.027 eV/nm² of strain, so this force alone would not lock a large film. The 3:2 coincidence makes a common cell possible; it does not by itself give a quantitative account of why MoS₂ aligns.

**Why even a perfect match can give two orientations**

A plane lattice is unchanged by a turn of 180°, so lattice constants and coincidence cells are identical for a film and its reversed copy. The MoS₂ monolayer itself is not unchanged: its in-plane Mo–S bond directions form a triad, and the turn reverses the triad. Because the film has a threefold axis, a turn of 60° has the same effect.

Let P_s be the point group of the surface seen from above, and P_f that of the film at its actual angle. Apply an operation g of P_s to film and substrate together. The energy cannot change, and the substrate looks the same as before, so the film orientation gF has the same energy as F. Two operations g₁ and g₂ give the same film orientation precisely when g₂⁻¹g₁ leaves the film unchanged, that is, when it belongs to P_f. Each orientation is therefore produced |P_s ∩ P_f| times, and the number forced to have equal energy is

n = |P_s|/|P_s ∩ P_f|.

No lattice constant appears. On a sixfold surface with mirrors, P_s has 12 operations, of which an aligned film shares 6, so n = 2 however well the lattices match. In the Gaussian model with a_f = a_s, and with film sites of weights 1 (S) and 0.4 (Mo), the best energies of the two orientations are indeed equal.

Now keep the 3:2 film but give the substrate only threefold symmetry, by placing three half-depth wells around each full well. Averaging over the film folds the substrate into a cell of side a_s/3. The wells are placed so that they fold onto two sites, with total weights 1 and 1.5. Let v = 0.0059 be the magnitude of the shared harmonic. Keeping only this harmonic, a well of unit weight contributes −6v at its own site and +3v at each of the other two threefold sites. In the better orientation, S sits on the 1.5 site and Mo on the other:

E₁ = −(9 − 3)v − 0.4(6 − 4.5)v = −6.6v.

In the reversed film, Mo would then fall on the empty site. The best threefold position instead puts S on the weaker site and Mo on the stronger:

E₂ = −(6 − 4.5)v − 0.4(9 − 3)v = −3.9v.

The difference is 2.7v = 0.016 well depths per film cell, as the full search over positions also gives. This holds for the film held at a_f = 2a_s/3. An unstrained rigid film loses the difference as it slips out of registry (0.015 at 20 cells, 0.009 at 60, zero at 119), and in very small films edge remainders can cancel it. So a one-third mismatch can coexist with a preferred orientation while the film stays in registry, whereas equal lattices can leave two. Near equality is neither necessary nor sufficient.

**What sapphire's symmetry allows**

In sapphire, an oxygen layer at height c/4 has atoms at (x,0), (0,x) and (−x,−x) in units of a₁ and a₂. At 3c/4 all these signs are reversed. A mirror perpendicular to a₁ sends (p,q) to (q − p,q), which turns the first triad into the second. The aluminium heights z, ½ − z, −z and ½ + z, in units of c, also map onto one another under a shift of c/2. The mirror combined with a shift of c/2 is therefore a symmetry. The crystal also repeats after c/3 with a lateral shift, so the mirror combined with c/2 − c/3 = c/6 is a symmetry too.

Applied to the atomic positions, with lateral shifts allowed, this analysis gives three rotations for a single ideal terrace and three additional mirrors linking terraces c/6 apart. For a film at 0°, those mirrors leave the bond triad unchanged, so neighbouring terraces prefer the same orientation. For a film at 30°, they reverse it, so neighbouring terraces prefer opposite orientations. Counting all terraces together, n is 1 at 0° and 2 at 30°.

Steps that all ascend in one direction reduce the symmetry further. Take first steps of height c/6. If they ascend perpendicular to an a axis, the mirror perpendicular to that axis survives and relates successive steps. These steps then favour the same orientation of a 0° film, but opposite orientations of a 30° film. If they ascend along a, no mirror survives and n = 1 at both angles. Symmetry then no longer forces a twin, but neither does it guarantee that successive steps agree. Steps of height c/3 are instead related by a lattice translation, so all terraces and steps are equivalent, no mirror acts, and n = 1 at both angles. In every case, n = 1 permits selection without saying how large the energy difference is.

**How much energy is enough**

Consider a 0° nucleus at a step ascending perpendicular to a. Let one orientation be lower by g = 0.25 eV per nm of docked edge, a chosen model value. For a docked length of 3.0 nm, ΔE = 0.75 eV. If a fraction p of the nuclei has the higher-energy orientation, the free energy per nucleus is

F = pΔE + kT[p ln p + (1 − p) ln(1 − p)].

Setting dF/dp = ΔE + kT ln[p/(1 − p)] to zero gives

p = 1/[1 + exp(ΔE/kT)].

At 1200 K, kT = 0.1034 eV, so ΔE/kT = 7.25 and p = 0.07 %. A minority of 1 % needs a docked length of

L_d = kT ln(99)/g = 0.1034 × 4.60/0.25 = 1.9 nm.

The selection can thus be settled while the nucleus is a few nanometres wide, provided it can still change orientation. As ΔE tends to zero, p tends to one half, whatever the mismatch.

**The model beside the real interface**

The lattice constants and the growth temperature are rough but typical; the docking energy is neither measured nor computed here. The minority fraction depends on it almost exponentially: halving it raises the minority from 0.07 % to 2.6 %. For a miscut of 0.2° and steps of height c/6 = 0.22 nm, terraces are about 62 nm wide, so nuclei that form far from a step do not receive the docking energy at all. A rough difference in thermal expansion of 2 × 10⁻⁶ K⁻¹ over 900 K changes the mismatch by 0.18 percentage points. If the film expands more than the substrate, the 3:2 and 16:7 mismatches become −0.24 % and 0.55 %, which reverses their order in size; if it expands less, they become −0.60 % and 0.19 %, which keeps it. The symmetry count is the same either way. Real surfaces may be reconstructed or covered by adsorbed species, which can change P_s, and nuclei may be trapped before they reach equilibrium. Both 0° and 30° alignment have been reported, depending on surface preparation. The coincidence list above contains no cell at 30°, a further reason not to treat that list as a prediction of orientation.

For the calculation, this means using the 9:4 cell for the 0° interface, checking whether the computed dependence on lateral shift can pay for the strain that the cell imposes, stating which material carries the 0.42 % strain, and computing both the film and its reversed copy on the actual termination. If a step is supposed to select the orientation, it must be included too, which requires a larger cell. The main values used here are collected in the numerical output.

Computed values

```
MoS2 lattice constant (rough): 0.316 nm
sapphire lattice constants a, c (rough): 0.476, 1.299 nm
sapphire coordinates x_O, z_Al (rough): 0.306, 0.352
primitive mismatch: -33.6 %
three film cells: 0.948 nm; two substrate cells: 0.952 nm
3:2 mismatch (area cells 9:4, 0 deg): -0.42 %
16:7 mismatch: 0.37 % at +/-19.1 deg
film strain for 3:2: 0.42 %; for 1:1: 50.6 %
sheet stiffness (rough): 180 N/m; Poisson ratio: 0.25
strain energy for 3:2: 0.0267 eV/nm2
harmonic strain energy for 1:1: 384 eV/nm2
adhesion scale (rough): 1.0 eV/nm2
substrate b_s: 15.24 1/nm; shared 3b_s: 45.73 1/nm
model well width: 0.050 nm
registry range, locked 3:2: 0.05281 well depths per atom
registry range, same film at 7 deg: 0.000399 well depths per atom
registry range, locked 16:7: 0.00691 well depths per atom
16:7 to 3:2 range ratio: 0.131
unstrained registry length: 37.6 nm = 119 film cells
unstrained range, 20 cells wide: 0.06145 well depths per atom
unstrained range, 119 cells wide: 1.8e-15 well depths per atom
opposite-orientation gap, equal lattices, sixfold: 0.0e+00 well depths
opposite-orientation gap, 3:2, threefold: 0.0158 well depths per cell
film height: 0.30 nm; inverse force range: 20 1/nm
shared-to-first harmonic ratio at this height: 3.0e-04
symmetry operations: one terrace 3, all terraces 6
orientations on sixfold surface, 0 deg: 2
orientations on one terrace, 0 and 30 deg: 1, 1
orientations on all terraces, 0, 30, 19.1 deg: 1, 2, 2
steps ascending along a, 0 and 30 deg: 1, 1
steps ascending perpendicular to a, 0 and 30 deg: 1, 2
step height c/6: 0.2165 nm; miscut: 0.2 deg
terrace width: 62 nm
growth temperature: 1200 K; kT: 0.1034 eV
docking difference: 0.25 eV/nm over 3.0 nm = 0.75 eV
minority fraction: 0.071 %
minority fraction at half docking energy: 2.59 %
docked length for 1 % minority: 1.90 nm
expansion difference (rough): 2e-06 1/K over 900 K
thermal change of mismatch, magnitude: 0.18 %
```
